# Quantum capacitance of the lowest electron ladder on (100) and (110) silicon

## Problem

The conduction band of silicon has six equivalent minima, or valleys, in pairs on the $x$, $y$ and $z$ axes of the cubic crystal. Near each minimum the energy is a parabolic ellipsoid, with mass $m_l=0.92\,m_0$ along the valley's own axis and $m_t=0.19\,m_0$ across it, where $m_0$ is the free-electron mass. A potential well confines the electrons along the surface normal. The subbands belonging to valleys with the same confinement mass form a ladder.

Only the first subband of the lowest ladder is filled, and the electron gas is degenerate. The quantum capacitance per unit area is

$$C_q=e^2\frac{dn}{d\mu},$$

where $n$ is the electron density per area and $\mu$ the chemical potential. The subband edges are held fixed in the derivative, and the electrons do not interact. Find the ratio of $C_q$ on a (110) surface to that on a (100) surface. Then decide how much of it would appear in the gate capacitance of a thin-film transistor.

## A tempting solution

On (100), take the normal along $x$. The two $x$ valleys have the heavy confinement mass $m_l$ and hence the lowest level. Their in-plane masses are both $m_t$.

On (110), use the axes

$$\mathbf e_1=\tfrac{1}{\sqrt2}(1,-1,0),\qquad \mathbf e_2=(0,0,1),\qquad \mathbf n=\tfrac{1}{\sqrt2}(1,1,0).$$

With $\mathbf k$ measured from the valley centre, $E=\tfrac12\hbar^2\sum W_{ij}k_ik_j$, where $W$ is the inverse mass tensor. For an $x$ valley it is diagonal in the crystal axes, with entries $1/m_l,1/m_t,1/m_t$. Projecting it on the new axes gives

$$W_{11}=W_{nn}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right),\quad W_{22}=\frac1{m_t},\quad W_{1n}=\frac12\left(\frac1{m_l}-\frac1{m_t}\right),$$

and $W_{12}=W_{2n}=0$. A $y$ valley differs only in the sign of $W_{1n}$. These four valleys have the confinement mass $1/W_{nn}=0.315\,m_0$. The two $z$ valleys have $m_t=0.19\,m_0$, so the four are lowest.

Now comes the tempting step. A bound state carries no average momentum along the normal, so $k_n$ is set to zero. The in-plane masses are then $1/W_{11}=0.315\,m_0$ and $1/W_{22}=0.19\,m_0$, with geometric mean $0.245\,m_0$. Since the density of states is proportional to valley number times this mean, the ratio would be

$$\frac{4\times0.245}{2\times0.19}\approx2.58 .$$

## Where it fails

The choice of ladder is right; the in-plane mass is not. The cross term in the energy is

$$H'=\hbar W_{1n}k_1\,p_n,\qquad p_n=-i\hbar\frac{d}{dz},$$

with $z$ from here on the coordinate along the normal. Its average in the bound state is indeed zero. But $H'$ also mixes the first level with higher ones, and that lowers the energy in second order by an amount proportional to $k_1^2$. This is the same order as the in-plane kinetic energy, so it changes the mass.

The size of the shift follows from a sum rule. Let $H_0=W_{nn}p_n^2/2+V(z)$ have levels $E_j$, with lowest state $|0\rangle$, which can be taken real. From $[z,H_0]=i\hbar W_{nn}p_n$,

$$(E_0-E_j)\langle j|z|0\rangle=i\hbar W_{nn}\langle j|p_n|0\rangle .$$

Using this for one of the two momentum factors,

$$\sum_{j\ne0}\frac{|\langle j|p_n|0\rangle|^2}{E_j-E_0}
=\frac{i}{\hbar W_{nn}}\langle0|p_nz|0\rangle
=\frac{i}{\hbar W_{nn}}\left(-\frac{i\hbar}{2}\right)=\frac1{2W_{nn}} .$$

The term $j=0$ could be added to complete the sum because $\langle p_n\rangle=0$. The average of $p_nz$ is half the commutator $[p_n,z]=-i\hbar$, since the symmetric part vanishes in a real state. The second-order shift is therefore

$$\Delta E=-\hbar^2W_{1n}^2k_1^2\,\frac1{2W_{nn}} .$$

The tempting solution dropped this term. Geometrically, it used the central cross-section of the ellipsoid, whereas the electron is free to adjust its motion along the normal.

## The right solution

**Separating the motion.** The shift can be obtained without perturbation theory. Write $\kappa=-i\,d/dz$ and $b=\sum_iW_{in}k_i$, with $i=1,2$. The Hamiltonian for given in-plane $\mathbf k$ is

$$H=\frac{\hbar^2}{2}\Big[\sum_{ij}W_{ij}k_ik_j+2b\kappa+W_{nn}\kappa^2\Big]+V(z).$$

Put $\psi(z)=e^{-ibz/W_{nn}}\varphi(z)$. Differentiating the phase replaces $\kappa$ by $\kappa-b/W_{nn}$ when acting on $\varphi$. The terms containing $\kappa$ become

$$2b\Big(\kappa-\frac b{W_{nn}}\Big)+W_{nn}\Big(\kappa-\frac b{W_{nn}}\Big)^2
=W_{nn}\kappa^2-\frac{b^2}{W_{nn}},$$

because the linear terms $2b\kappa$ and $-2b\kappa$ cancel, and $-2b^2/W_{nn}+b^2/W_{nn}=-b^2/W_{nn}$. The phase changes neither $V(z)$ nor the condition $\psi=0$ at a hard wall. The problem thus splits into confinement with mass $m_z=1/W_{nn}$ and free in-plane motion with inverse mass tensor

$$W_{ij}-\frac{W_{in}W_{jn}}{W_{nn}} .$$

This agrees with the second-order shift. It is also what results from minimizing the classical energy over $k_n$, so the in-plane energy contour is the projection, or shadow, of the ellipsoid and not its cross-section.

**Which ladder is lowest.** The first level is the minimum over normalized $\varphi$ of

$$\frac{\hbar^2}{2m_z}\int|\varphi'|^2dz+\int V|\varphi|^2dz .$$

Insert the minimizing $\varphi$ of a light mass into the expression for a heavier one. The first term drops and the second is unchanged, so the heavier mass has the lower level in the same well. The lowest ladder has two valleys on (100), with $m_z=m_l$, and four on (110), with $m_z=0.315\,m_0$.

**The in-plane mass on (110).** Along $\mathbf e_2$ there is no cross term, so $m_2=m_t$. Along $\mathbf e_1$, with $W_{11}=W_{nn}$,

$$\frac1{m_1}=\frac{W_{nn}^2-W_{1n}^2}{W_{nn}} .$$

The numerator is a difference of squares:

$$W_{nn}^2-W_{1n}^2=(W_{nn}+W_{1n})(W_{nn}-W_{1n})=\frac1{m_l}\cdot\frac1{m_t}.$$

Since $W_{nn}=(m_l+m_t)/(2m_lm_t)$,

$$m_1=m_lm_tW_{nn}=\frac{m_l+m_t}{2}=0.555\,m_0 .$$

The sign of $W_{1n}$ drops out, so $x$ and $y$ valleys agree. The density-of-states mass is

$$m_d=\sqrt{m_1m_2}=\sqrt{\frac{m_t(m_l+m_t)}2}=0.325\,m_0 .$$

**Counting states.** At energy $\varepsilon$ above the edge, the contour is an ellipse with semi-axes $\sqrt{2m_i\varepsilon}/\hbar$ and area $2\pi m_d\varepsilon/\hbar^2$. Each unit area of crystal has $1/(4\pi^2)$ states per unit $k$-area. With two spins and $g_v$ valleys,

$$n=\frac{2g_v}{4\pi^2}\,\frac{2\pi m_d\varepsilon}{\hbar^2}=D\varepsilon,\qquad D=\frac{g_vm_d}{\pi\hbar^2}.$$

In the degenerate limit $\varepsilon=\mu-E_0$, where $E_0$ is the subband edge, and so $C_q=e^2D$. Hence

$$\frac{C_q(110)}{C_q(100)}=\frac{4}{2}\,\frac1{m_t}\sqrt{\frac{m_t(m_l+m_t)}2}
=\sqrt{2\left(1+\frac{m_l}{m_t}\right)}=3.42 .$$

The number of valleys supplies a factor 2 and the mass a factor 1.71.

The result was also checked without the phase transformation. The full Hamiltonian, cross term included, was diagonalized in a 5 nm film with hard walls, and the states between 5 and 10 meV above the lowest edge were counted. The ratio came out as 3.418, both in a flat well and with a field of 0.30 MV/cm added.

**Two limits.** For $m_l\gg m_t$ the ratio grows as $\sqrt{2m_l/m_t}$. The cross-section recipe gives $2\sqrt{2m_l/(m_l+m_t)}$ instead, which never exceeds $2\sqrt2$. For $m_l\to m_t$ both give 2, the bare valley ratio. But then all six valleys have the same confinement mass and the ladders merge. Each surface has six equal valleys, and the true ratio is 1. The formula needs ladders separated by more than the Fermi energy.

## A thin film at low temperature

Consider a silicon film of thickness $t=5$ nm at 10 K, with $n=4\times10^{12}\ \mathrm{cm^{-2}}$. Equal gates on both sides are insulated by layers equivalent to 1 nm of oxide. The relative permittivities are 11.7 for silicon and 3.9 for the oxide.

The densities of states are $1.587\times10^{14}$ and $5.426\times10^{14}\ \mathrm{eV^{-1}cm^{-2}}$ on (100) and (110). Multiplying by $e=1.602\times10^{-19}$ C, with one volt per electronvolt of shift, gives

$$C_q(100)=25.4\ \mathrm{\mu F/cm^2},\qquad C_q(110)=86.9\ \mathrm{\mu F/cm^2}.$$

The Fermi energies $n/D$ are 25.2 and 7.4 meV, against $kT=0.86$ meV. With the electrons' own electrostatic potential included, the next subband lies 40 meV above the edge on (100) and 31.5 meV on (110). Both gaps exceed the Fermi energy, so one subband per valley is filled.

**What the gate sees.** Each gate holds the charge $en/2$, so the voltage across its oxide is $en/(2C_{ox})$. Let $E_0(n)$ be the subband edge measured from the band edge at the silicon surface. Up to a constant,

$$eV_G=\frac{e^2n}{2C_{ox}}+E_0(n)+\frac nD .$$

Differentiating with respect to $n$ and dividing by $e^2$,

$$\frac1C=\frac1{2C_{ox}}+\frac1{C_{cent}}+\frac1{C_q},\qquad \frac1{C_{cent}}=\frac1{e^2}\frac{dE_0}{dn}.$$

The middle term exists because the charge sits inside the film and not at its surface. To estimate it, keep the density $\rho=(2/t)\sin^2(\pi z/t)$ rigid. The potential energy obeys $V''=-(e^2n/\epsilon)\rho$, with $V=0$ at both surfaces and $\epsilon$ the permittivity of silicon. By symmetry $V'=(e^2n/\epsilon)G$, where $G=\tfrac12-\int_0^z\rho\,dz'$ and $G'=-\rho$. Integrating by parts,

$$\langle V\rangle=-\int_0^tVG'\,dz=\frac{e^2n}{\epsilon}\int_0^tG^2dz .$$

With $u=z/t$, $G=\tfrac12-u+\sin(2\pi u)/(2\pi)$. The square of the linear part integrates to $1/12$, the cross term to $1/(2\pi^2)$ and the squared sine to $1/(8\pi^2)$. Thus

$$\langle V\rangle=\frac{e^2nt}{\epsilon}\left(\frac1{12}+\frac5{8\pi^2}\right)=0.147\,\frac{e^2nt}{\epsilon}.$$

This is equivalent to 0.73 nm of silicon, or $14.1\ \mathrm{\mu F/cm^2}$, for either surface. The self-consistent values are 15.7 on (100) and 14.6 on (110). They are larger because the charge moves towards the gates. To leading order this displacement is proportional to $m_z$, since the level spacings that oppose it scale as $1/m_z$. The relative reductions of $1/C_{cent}$, about 10% and 3.4%, are indeed nearly in the ratio $0.92/0.315$.

With $2C_{ox}=6.906\ \mathrm{\mu F/cm^2}$, the sums in $\mathrm{cm^2/\mu F}$ are

$$\begin{aligned}
(100):\quad&0.1448+0.0638+0.0393=0.2479,\\
(110):\quad&0.1448+0.0684+0.0115=0.2247 .
\end{aligned}$$

The gate capacitances are 4.03 and $4.45\ \mathrm{\mu F/cm^2}$. At equal density, film and oxide, the factor 3.4 in $C_q$ would by itself raise the gate capacitance by 13%. The slightly larger centroid term on (110) reduces the gain to 10%.

## When the ratio changes

**Temperature.** For one ladder, integrating the Fermi function over a constant density of states gives $n=DkT\ln(1+e^\eta)$, with $\eta=(\mu-E_0)/kT$. Differentiating,

$$C_q=e^2D\,\frac{e^\eta}{1+e^\eta}=e^2D\left[1-e^{-n/(DkT)}\right],$$

because $1+e^\eta=e^{n/(DkT)}$. When $kT\gg n/D$ this tends to $e^2n/kT$, which contains no mass or valley number. The larger density of states on (110) makes its gas lose degeneracy first. With all ladders included in the flat well, the values in $\mathrm{\mu F/cm^2}$ are:

| $T$ | (100) | (110) | ratio |
|---|---|---|---|
| 10 K | 25.4 | 86.9 | 3.42 |
| 77 K | 25.8 | 59.0 | 2.28 |
| 300 K | 20.9 | 22.4 | 1.07 |

The (100) value at 77 K slightly exceeds its degenerate one-subband value. The single-ladder factor there is $1-e^{-25.2/6.64}=0.98$, so the excess comes from thermally occupied higher subbands. The electrons' own potential, left out of the table, brings these subbands closer on (100) and lowers the 77 K ratio to about 2.2.

**Coupling of two bands.** The ellipsoids are a low-energy approximation. Near the zone-boundary point X, the two lowest conduction bands can be described, for the $x$ valleys, by

$$H=\frac{\hbar^2k_x^2}{2m_l}+\frac{\hbar^2(k_y^2+k_z^2)}{2m_t}+\frac{\hbar^2k_0k_x}{m_l}\sigma_z+\hbar^2\Big(\frac1{m_t}-\frac1{m_0}\Big)k_yk_z\sigma_x ,$$

where $\mathbf k$ is now measured from X, $k_0\approx1.74\ \mathrm{nm^{-1}}$ is the distance to the valley, and $\sigma_{x,z}$ are Pauli matrices in the space of the two bands. Solving this model in the same film, at the same heights above the edge as the Fermi energies above, raises the density of states by 4% on (100) and 8% on (110). The ratio becomes 3.55.

The coupling also lowers the twofold ladder on (110). For a $z$ valley the roles of the axes are permuted. Confinement with $q=\pi/t$ gives $k_xk_y=q^2/2$ for both travelling parts of the standing wave, so the coupling is a number, $c=\tfrac12\hbar^2(1/m_t-1/m_0)q^2$. With $A=\hbar^2k_0^2/m_l$ and $s=k_z/k_0$, the lower band contributes

$$\frac A2s^2-\sqrt{A^2s^2+c^2}+\frac A2 ,$$

measured from the valley bottom. Its derivative vanishes when the root equals $A$, that is, at $s^2=1-c^2/A^2$ for $c<A$, and the minimum is $-c^2/(2A)$. Here $c\approx64$ meV and $A\approx250$ meV, so the edge falls by 8 meV, from 79 to 71 meV. The fourfold edge is at 48 meV and remains lowest. The parabolic separation of 31.4 meV scales as $t^{-2}$ and the lowering as $t^{-4}$. They become equal at about 2.56 nm, below which this model reverses the ladders. At this density the result already fails near 2.65 nm, where the separation drops to the Fermi energy of about 7 meV and the twofold ladder begins to fill.

**Interactions.** Exchange lowers $\mu$ as $n$ grows. For a circular Fermi line of radius $k_F$, its contribution at the Fermi line is

$$\mu_x=-\int_{k'<k_F}\frac{d^2k'}{4\pi^2}\,\frac{e^2F(q)}{2\epsilon q},$$

where now $q=|\mathbf k_F-\mathbf k'|$ and $F(q)=\iint\rho(z)\rho(z')e^{-q|z-z'|}dz\,dz'$ accounts for the film thickness. In $\mathrm{eV\,nm^2}$, the band part of $d\mu/dn$ is 0.630 on (100) and 0.184 on (110); the exchange part is $-0.214$ and $-0.171$. On (110) they nearly cancel. This estimate omits correlation, image charges, screening by the gates and the elliptical shape of the Fermi lines. On (110) it also omits the phase $e^{-ibz/W_{nn}}$, which differs between states of different $\mathbf k$ and weakens their exchange. The small remainder is therefore not a prediction. It does show that 3.4 is a ratio of densities of states, not of measured compressibilities. The gate capacitance is less sensitive: adding the exchange terms to the sums above gives 4.26 and $4.67\ \mathrm{\mu F/cm^2}$, still a 10% difference.

**Real devices.** The film, oxide and density are illustrative values for an ultrathin silicon-on-insulator transistor operated cold. A thick buried oxide on one side, instead of a second equal gate, would change the oxide and centroid terms but not the density-of-states ratio of one filled subband. The oxide field here is 0.93 MV/cm, well below the rough 10 MV/cm at which good silicon dioxide breaks down. Leakage by tunnelling is not included. The walls were taken as hard. With a finite oxide barrier of about 3.1 eV, an oxide mass of roughly $0.5\,m_0$ and continuity of $\varphi'/m$, the light-mass levels fall most. In the flat well the ladder separation on (110) drops from 31 to about 19 meV, or roughly 14 meV with the two-band lowering, and the gap on (100) drops from 49 to 43 meV. These still exceed the Fermi energies, but the gaps, the 77 K and 300 K entries and the reversal thickness above are hard-wall values. Thickness variation matters more on (110): since the confinement energy in the flat well scales as $t^{-2}$, a change of 0.2 nm shifts it by about 4 meV, half the Fermi energy, against 1.3 meV out of 25 meV on (100). At fixed density the electrostatic energy $\langle V\rangle$, proportional to $t$, changes the other way by about 1.8 meV for the rigid density, and by 1.7 meV on (110) and 1.5 meV on (100) when the density is self-consistent. This offsets a little under half of the shift on (110) and slightly more than all of it on (100). At room temperature the gas is no longer degenerate and higher subbands are occupied too, and the ratio at this density is then close to 1.

## Table of computed values

```
masses ml, mt: 0.92, 0.19 m0
film thickness: 5.0 nm; oxide equivalent: 1.0 nm
electron density: 4.0e+12 cm^-2
relative permittivity Si, oxide: 11.7, 3.9
(100) valleys: 2; mz: 0.9200 m0; md: 0.1900 m0
(100) density of states: 1.587e+14 eV^-1 cm^-2
(100) degenerate Cq: 25.43 uF/cm^2
(100) flat-well edge: 16.35 meV
(100) Fermi energy above edge: 25.20 meV
(100) Hartree gap to next subband: 40.1 meV
(100) centroid capacitance: 15.67 uF/cm^2
(100) gate capacitance: 4.033 uF/cm^2
(110) valleys: 4; mz: 0.3150 m0; md: 0.3247 m0
(110) density of states: 5.426e+14 eV^-1 cm^-2
(110) degenerate Cq: 86.93 uF/cm^2
(110) flat-well edge: 47.76 meV
(110) Fermi energy above edge: 7.37 meV
(110) Hartree gap to next subband: 31.5 meV
(110) centroid capacitance: 14.62 uF/cm^2
(110) gate capacitance: 4.450 uF/cm^2
formula ratio Cq(110)/Cq(100): 3.4182
density-of-states mass ratio: 1.7091
counted ratio, flat well: 3.4182
test well field: 0.30 MV/cm
counted ratio, well with field: 3.4182
wrong ratio from deleted row and column: 2.5750
two-gate oxide capacitance: 6.906 uF/cm^2
gate capacitance ratio: 1.1034
oxide field: 0.93 MV/cm
10 K: kT 0.86 meV; Cq(100) 25.43, Cq(110) 86.92 uF/cm^2; ratio 3.418
77 K: kT 6.64 meV; Cq(100) 25.84, Cq(110) 58.96 uF/cm^2; ratio 2.282
300 K: kT 25.85 meV; Cq(100) 20.94, Cq(110) 22.40 uF/cm^2; ratio 1.070
two-band inputs: a 0.543 nm, k0 1.736 nm^-1
(100) two-band / parabolic density of states: 1.042
(110) two-band / parabolic density of states: 1.083
two-band Cq ratio: 3.55
(110) twofold edge, parabolic: 79.2 meV
(110) twofold edge, two-band: 70.9 meV
(110) ladder order reverses below: 2.56 nm
(100) dmu/dn band, exchange: 0.630, -0.214 eV nm^2
(110) dmu/dn band, exchange: 0.184, -0.171 eV nm^2
```
